\section*{Estimating tube transmission with test-particle Monte Carlo}

\section{A tube on an effusion cell}

Vapour leaves an effusion cell through a straight round tube of radius 2 mm and length 20 mm. The gas is so thin that molecules meet the tube wall but practically never each other. Some molecules that enter the tube reach the far end; others are turned back by the wall and return to the cell. What fraction gets through, and how well is that fraction known if it is found by following a finite number of simulated molecules?

Call the fraction \(W\), the transmission probability. It is defined by the following model. Molecules enter uniformly over the inlet disc, with directions given by the cosine law: the probability per unit solid angle is \(\cos\theta/\pi\), where \(\theta\) is measured from the normal of the disc. This is the law for the flux of an isotropic gas through an opening, since a beam tilted by \(\theta\) sees the opening reduced by \(\cos\theta\). A molecule that strikes the wall leaves from the same point, again with the cosine law, now about the inward wall normal, and without memory of its earlier direction. Nothing sticks to the wall. A molecule that leaves through either end is gone.

Speeds do not enter, because a straight flight ends at the same point whatever its speed. \(W\) therefore depends on the ratio \(L/R\) of length to radius alone. Lengths below are in units of \(R\), so the tube above has \(L=10\).

\section{One flight by hand}

\subsection{Drawing a direction}

With \(d\Omega=\sin\theta\,d\theta\,d\varphi\), the cosine law gives
\begin{equation}
P(\text{angle}<\theta)=\frac1\pi\int_0^{2\pi}\!d\varphi\int_0^\theta\cos\theta'\sin\theta'\,d\theta'=\sin^2\theta .
\end{equation}
Hence \(\sin^2\theta\) is uniformly distributed between 0 and 1, and so is \(\cos^2\theta=1-\sin^2\theta\). Two independent uniform random numbers \(U,V\) then give a direction:
\begin{equation}
\cos\theta=\sqrt U,\qquad \varphi=2\pi V .
\label{eq:sample}
\end{equation}

Take a molecule on the wall, and measure \(\varphi\) from the tube axis in the plane tangent to the wall. Let \(U=0.64\) and \(V=0.125\). The component along the inward normal is \(c=\sqrt{0.64}=0.8\), so \(\sin\theta=0.6\). The component along the axis is
\[
a=\sin\theta\cos\varphi=0.6\cos45^\circ=0.4243 .
\]

\subsection{Finding the next wall point}

Put the starting point at \((1,0)\) in the cross-section. If \(t\) is the remaining component of the unit direction vector, then \(c^2+t^2+a^2=1\). After a path \(s\) the molecule is at \((1-sc,\,st)\) in the cross-section, and it meets the wall when
\[
(1-sc)^2+s^2t^2=1\quad\Longrightarrow\quad s\left[s(c^2+t^2)-2c\right]=0 .
\]
The root \(s=0\) is the starting point. The other root, with \(c^2+t^2=1-a^2\), gives the path and the axial step:
\begin{equation}
s=\frac{2c}{1-a^2},\qquad \Delta z=sa=\frac{2ca}{1-a^2}.
\label{eq:step}
\end{equation}
In the example,
\[
\Delta z=\frac{2(0.8)(0.4243)}{1-0.18}=0.828,
\]
or 1.66 mm. A molecule starting at \(z=5\) would strike the wall again at \(z=5.828\). One starting at \(z=9.5\) would pass the exit plane \(z=10\) first, and would count as transmitted.

\subsection{The first flight and the complete history}

The first flight starts on the inlet disc. The fraction of the disc's area within radius \(r\) is \(r^2\), so a uniform point has \(r=\sqrt{U'}\) and a uniform polar angle. Its direction follows from \eqref{eq:sample}, with the tube axis as normal. If \(\mathbf p\) and \(\mathbf d\) are the cross-sectional parts of position and direction, the wall condition \(|\mathbf p+s\mathbf d|^2=1\) reads
\[
As^2+2Bs-C=0,\quad A=\mathbf d^2,\quad B=\mathbf p\cdot\mathbf d,\quad C=1-\mathbf p^2\ge0 ,
\]
and the forward root is \(s=(-B+\sqrt{B^2+AC})/A\).

One history is then:
\begin{enumerate}
\item Draw an inlet point and direction, and find the axial position at which the ray meets the extended cylinder.
\item If this position is at or beyond \(L\), record \(X=1\) and stop. If it is negative, record \(X=0\) and stop.
\item Otherwise draw a new cosine-law direction at the wall point, find the next position, and return to item 2.
\end{enumerate}
By the definition of the model, \(P(X=1)=W\).

\section{Two histories, then \(N\)}

Suppose just two independent histories are run, and \(W\) is estimated by \(\hat W=(X_1+X_2)/2\). There are three possible results:
\begin{center}
\begin{tabular}{ccc}
transmitted & \(\hat W\) & probability\\
0 & 0 & \((1-W)^2\)\\
1 & \(1/2\) & \(2W(1-W)\)\\
2 & 1 & \(W^2\)
\end{tabular}
\end{center}
Multiplying and adding,
\begin{align}
\langle\hat W\rangle&=\tfrac12\,2W(1-W)+W^2=W,\\
\langle\hat W^2\rangle&=\tfrac14\,2W(1-W)+W^2=\tfrac12W(1-W)+W^2 .
\end{align}
The variance is \(\langle\hat W^2\rangle-\langle\hat W\rangle^2=W(1-W)/2\). Even two histories give an estimate without bias: a single run may be far off, but the average over many such runs is \(W\).

For \(N\) histories with \(K\) transmitted, let \(\hat W=K/N=\frac1N\sum_iX_i\). The mean of a sum is the sum of the means, so
\begin{equation}
\langle\hat W\rangle=\frac1N\sum_{i=1}^N\langle X_i\rangle=W .
\label{eq:mean}
\end{equation}
This step does not use independence. For the variance, note that \(X_i^2=X_i\) because \(X_i\) is 0 or 1. Hence \(\operatorname{Var}X_i=\langle X_i\rangle-\langle X_i\rangle^2=W(1-W)\), and
\begin{equation}
\operatorname{Var}\hat W=\frac1{N^2}\Big[\sum_i\operatorname{Var}X_i+\sum_{i\ne j}\operatorname{Cov}(X_i,X_j)\Big]=\frac{W(1-W)}N .
\label{eq:var}
\end{equation}
The covariances vanish because the histories are independent. The flights within one history may depend on one another as strongly as they like: each history enters through its single outcome.

The same argument holds for any yes-or-no property of a history. If \(X=1\) means ``leaves the far end within a given cone'', \(W\) is replaced by the probability of that event. One bin of a beam profile, counted per entering molecule, thus has its own binomial error. Different bins are negatively correlated, since a molecule in one bin is not in another, and a profile normalised to the transmitted count has a different error.

\subsection{An error bar from the run itself}

Equation \eqref{eq:var} contains the unknown \(W\). Inserting \(\hat W\) gives, on average,
\begin{align}
\langle\hat W(1-\hat W)\rangle&=\langle\hat W\rangle-\langle\hat W^2\rangle
=W-\Big[W^2+\frac{W(1-W)}N\Big]\nonumber\\
&=\frac{N-1}N\,W(1-W).
\end{align}
Division by \(N-1\) instead of \(N\) therefore gives an unbiased estimate of the variance:
\begin{equation}
v=\frac{\hat W(1-\hat W)}{N-1},\qquad \langle v\rangle=\frac{W(1-W)}N\quad(N\ge2).
\label{eq:bar}
\end{equation}
The quoted standard error is \(\sqrt v\). Unlike \(v\), it is not free of bias: the square root is concave, so \(\langle\sqrt v\rangle\) lies below the true standard error, for \(W=0.19\) by 20\% at \(N=5\) and by 0.3\% at \(N=100\). If no molecule is transmitted, \(v=0\), although this happens with probability \((1-W)^N>0\). A zero error bar then means that the run was too short to show the event, not that \(W\) is known to vanish. Likewise \(v=0\) if all molecules are transmitted, which has probability \(W^N\) and matters when \(W\) is close to one.

\section{The same \(W\) without random numbers}

The statements about bias can be tested against a value of \(W\) obtained in another way. This requires the distribution of the axial step.

\subsection{Steps from wall to wall}

Describe a direction leaving the wall by its angle \(\alpha\) from the axis and by the angle \(\psi\) between its cross-sectional part and the inward normal, with \(-\pi/2<\psi<\pi/2\). Then \(a=\cos\alpha\), \(c=\sin\alpha\cos\psi\) and \(d\Omega=\sin\alpha\,d\alpha\,d\psi\). The cosine law \(c\,d\Omega/\pi\) and the step \eqref{eq:step} become
\[
\frac1\pi\cos\psi\sin^2\alpha\,d\alpha\,d\psi,\qquad \Delta z=b\cot\alpha,\quad b=2\cos\psi .
\]
At fixed \(\psi\), a step \(z\) has \(\sin^2\alpha=b^2/(b^2+z^2)\) and \(|d\alpha/dz|=\sin^2\alpha/b=b/(b^2+z^2)\). With \(\cos\psi=b/2\), the probability density of the step is
\begin{equation}
K(z)=\frac1{2\pi}\int_{-\pi/2}^{\pi/2}\frac{b^4}{(b^2+z^2)^2}\,d\psi
=\frac1{2\pi}\int_{-\pi/2}^{\pi/2}\Big[1-\frac{z^2}{b^2+z^2}\Big]^2d\psi .
\label{eq:kint}
\end{equation}
Let \(q_2=z^2\). The substitution \(\tau=\tan\psi\) gives
\[
J_1=\int_{-\pi/2}^{\pi/2}\frac{d\psi}{q_2+4\cos^2\psi}
=\int_{-\infty}^{\infty}\frac{d\tau}{q_2+4+q_2\tau^2}
=\frac{\pi}{\sqrt{q_2(q_2+4)}},
\]
and the integral with the squared denominator is
\[
J_2=-\frac{dJ_1}{dq_2}=\frac{\pi(q_2+2)}{[q_2(q_2+4)]^{3/2}} .
\]
Expanding the square in \eqref{eq:kint} gives \(K=\frac1{2\pi}[\pi-2q_2J_1+q_2^2J_2]\). For \(z>0\),
\begin{align}
K(z)&=\frac12\Big[1-\frac{2z}{\sqrt{z^2+4}}+\frac{z(z^2+2)}{(z^2+4)^{3/2}}\Big]\nonumber\\
&=\frac12\Big[1-\frac{z(z^2+6)}{(z^2+4)^{3/2}}\Big],
\label{eq:kernel}
\end{align}
and \(K(-z)=K(z)\). The probability of advancing by more than \(z\ge0\) is
\begin{equation}
E(z)=\int_z^\infty K(z')\,dz'=\frac12\Big[\frac{z^2+2}{\sqrt{z^2+4}}-z\Big].
\label{eq:tail}
\end{equation}
Indeed, the derivative of the first term in the bracket is \(z(z^2+6)/(z^2+4)^{3/2}\), so \(E'=-K\), and the bracket vanishes at large \(z\). Also \(E(0)=1/2\): half the flights go forward.

\subsection{Flights from the inlet}

Fix a cross-sectional direction, and label each inlet point by the wall point its ray will reach. If the ray makes an angle \(\psi\) with the wall normal there, its chord lies at distance \(|\sin\psi|\) from the centre and has length \(b=2\cos\psi\). Let \(\ell\) be the distance still to go in the cross-section. The area element is \(d(\sin\psi)\,d\ell=\cos\psi\,d\psi\,d\ell\), and the total area is \(\pi\).

The ray travels farther than \(x\) along the axis if \(\ell\cot\alpha>x\). Since \(\sin^2\alpha\) is uniform, this has probability \(\ell^2/(\ell^2+x^2)\). The probability of getting beyond \(x\) without a wall hit is therefore
\[
F(x)=\frac1\pi\int_{-\pi/2}^{\pi/2}\cos\psi\,d\psi\int_0^b\frac{\ell^2}{\ell^2+x^2}\,d\ell .
\]
The density of the first hit is \(p=-F'\). Its inner integral is
\[
\int_0^b\frac{2x\ell^2}{(\ell^2+x^2)^2}\,d\ell
=\Big[\arctan\frac{\ell}{x}-\frac{x\ell}{\ell^2+x^2}\Big]_0^b ,
\]
as differentiation of the bracket confirms. For a flight from the wall, the tail at the same \(x\) contains \(\int_0^{\alpha_m}\sin^2\alpha\,d\alpha=\frac12(\alpha_m-\sin\alpha_m\cos\alpha_m)\) with \(\tan\alpha_m=b/x\). This is one half of the bracket, with the same weight \(\cos\psi/\pi\). Hence
\begin{equation}
p(x)=2E(x),\qquad F(L)=1+\frac{L^2}2-\frac{L\sqrt{L^2+4}}2 .
\label{eq:first}
\end{equation}
The second formula has \(F(0)=1\) and \(F'=-2E\), as required.

In samples of 400\,000 traced flights, the fraction of wall flights advancing by more than one radius was 0.1713, against 0.1708 from \eqref{eq:tail}. For inlet flights it was 0.3815, against 0.3820 from \eqref{eq:first}.

\subsection{Adding up all paths}

Let \(w(x)\) be the probability of leaving through the far end after emission from the wall at \(x\). The next flight either passes the exit or lands at some \(x'\), from where the problem starts again:
\begin{equation}
w(x)=E(L-x)+\int_0^LK(x-x')w(x')\,dx' .
\label{eq:wall}
\end{equation}
Applying the same division to the first flight gives
\begin{equation}
W=F(L)+\int_0^Lp(x)w(x)\,dx .
\label{eq:W}
\end{equation}

Histories must also end. A flight from \(x\) leaves the tube with probability \(E(x)+E(L-x)\). By \eqref{eq:kint}, \(K\) decreases with \(|z|\), so \(E'=-K\) increases and \(E\) is convex. The sum is therefore smallest in the middle:
\begin{equation}
E(x)+E(L-x)\ge q=2E(L/2)>0 .
\end{equation}
The chance of more than \(m\) wall hits is at most \((1-q)^m\), which tends to zero, so every history ends with probability one. The same bound makes \eqref{eq:wall} uniquely solvable: applying the integral to the difference of two bounded solutions multiplies its largest magnitude by a factor of at most \(1-q<1\), yet must leave the difference unchanged, so the difference is zero.

\subsection{The short-tube limit}

By mirror symmetry, a molecule emitted at \(x\) leaves through the inlet with probability \(w(L-x)\). Since it leaves somewhere, \(w(x)+w(L-x)=1\), and therefore \(\int_0^Lw\,dx=L/2\). For \(L\ll1\), \(p\simeq2E(0)=1\) and \(F\simeq1-L\). Restoring the radius,
\begin{equation}
W\simeq1-\frac{L}{R}+\frac{L}{2R}=1-\frac{L}{2R}.
\end{equation}
A fraction \(L/R\) of the molecules hits the wall, and half of these return. The variance is then about \(L/(2RN)\): it vanishes with the tube, because nearly every history has the same outcome.

\section{One million histories}

For \(L/R=10\), the integral equation gives \(W=0.19094\). The direct part is \(F=0.0098\), about 5\% of \(W\); the other transmitted molecules have touched the wall. One million histories gave \(K=190\,522\), hence \(\hat W=0.190522\). From \eqref{eq:bar},
\[
\sqrt v=\sqrt{\frac{0.190522\,(1-0.190522)}{999\,999}}=0.00039 .
\]
The result is \(\hat W=0.1905\pm0.0004\), a relative standard error of 0.2\%. The estimate lies 1.07 standard errors below the reference.

One agreement of this kind does not test the variance. For that, the run was divided into 10\,000 batches of 100 histories. The batch estimates had variance \(1.506\times10^{-3}\), while \eqref{eq:var} predicts \(0.15448/100=1.545\times10^{-3}\). The difference is 2.5\%. A variance found from \(M\) nearly normal batch values has a relative scatter of about \(\sqrt{2/M}\), here 1.4\%, so the difference is a little under two such units.

Batches of five show the effect of \(N-1\). The true variance is 0.03090. The estimate \eqref{eq:bar} averaged 0.03086, whereas division by 5 gave 0.02469, low by the expected factor \(4/5\).

For the shorter tube \(L/R=2\), the reference is \(W=0.5142\), and 200\,000 histories gave \(0.5154\pm0.0011\). Here \(W(1-W)\) is close to its largest possible value, \(1/4\).

\section{How much work is needed}

Dividing the standard error by \(W\) gives the relative standard error \(\varepsilon=\sqrt{(1-W)/(WN)}\), so
\begin{equation}
N=\frac{1-W}{W\varepsilon^2}.
\label{eq:N}
\end{equation}
When \(W\) is small, \(\varepsilon\simeq1/\sqrt{NW}\): the expected number of transmitted molecules sets the precision. At fixed \(N\), a smaller \(W\) then gives a smaller absolute error, about \(\sqrt{W/N}\), but a larger relative error.

The length of a history follows from a balance. Imagine the same isotropic gas at both ends, with one-way flux \(\nu\) per unit area. Cosine emission from the wall maintains this gas inside the tube, so the wall also receives \(\nu\) per unit area. There are \(2\pi RL\nu\) wall hits per unit time and \(2\pi R^2\nu\) entering molecules, counting both ends. The ends are equivalent, so each entering molecule makes on average
\begin{equation}
\langle\text{wall hits}\rangle=\frac{2\pi RL\nu}{2\pi R^2\nu}=\frac LR .
\end{equation}
The run gave \(9.975\pm0.013\) for \(L/R=10\), about two standard errors low. The spread is wide: the longest history had 212 hits.

A history has one more flight than wall hits, so the expected work is \(N(1+L/R)\) flights. For \(\varepsilon=1\%\),
\[
N=\frac{1-0.190942}{0.190942\times10^{-4}}\simeq4.24\times10^4,
\]
which means about \(4.7\times10^5\) flights. Halving the error costs four times as much.

\section{Where the result fails}

\subsection{Histories that are cut short}

Suppose a history that reaches a 51st wall hit is stopped there and counted as not transmitted. The bound above permits as many as 50\% of the histories to have more than 50 hits, but it is loose: the integral equation gives 2.07\%, and so did the run. Some of these molecules would have been transmitted. Their loss changes the mean by \(-0.0104\), or 5\% of \(W\). This is 26 times the standard error of the million-history run. More histories reduce the scatter about the wrong mean, but not the bias.

\subsection{Another emission law}

If the wall emits with a density proportional to \(\cos^3\theta\), the simulated transmission is \(0.1707\pm0.0008\) instead of 0.1909. This is an unbiased estimate for a different model. That model cannot describe a passive wall in equilibrium with the gas: an isotropic gas strikes the wall with the cosine law, and to remain isotropic it must also leave with the cosine law. Freedom from bias refers to the model that is sampled; it does not show that a real wall obeys the cosine law. Sticking, collisions in the gas and re-emission from a displaced point likewise change the meaning of \(W\).

\subsection{Histories that share a ray}

To save first flights, two histories might start from the same inlet ray and use independent random numbers after the first wall hit. Each still has mean \(W\), so \eqref{eq:mean} survives. Given the ray, the transmission probability is \(g=1\) for a direct passage and \(g=w(x)\) after a first hit at \(x\). The two outcomes are independent once the ray is given, so their covariance is
\begin{equation}
C=\langle g^2\rangle-W^2=F(L)+\int_0^Lp(x)w(x)^2\,dx-W^2 .
\end{equation}
The average of one pair has variance \(\frac14[2W(1-W)+2C]\). With \(N/2\) independent pairs,
\begin{equation}
\operatorname{Var}\hat W=\frac{W(1-W)+C}{N}.
\end{equation}
For \(L/R=10\), the predicted \(C\) is 0.0192, and the sampled pairs gave \(0.0196\pm0.0004\). The variance is larger by the factor \(1+0.0192/0.1545=1.124\), and the standard error by 6\%. The estimate remains unbiased, but the binomial error bar is too small. Treating each pair as one observation, and using the scatter among pairs, restores a valid error bar. The sharing does not pay for this tube, however: a pair needs on average 21 flights instead of 22, a saving of about 5\%, while the variance rises by 12\%.

All these statements assume ideal random numbers. A deterministic generator can be tested against them, as in the numerical output below, but agreement in such tests does not prove that its numbers are independent.

\section*{Computed values}
\begin{verbatim}
Probabilities, variances and counts are dimensionless.
tube radius R = 2.0 mm, length = 20.0 mm
length ratio L/R = 10.0
sample flight: U = 0.64, V = 0.125
  normal cosine c = 0.8000, axial cosine a = 0.4243
  axial step = 0.8278 R = 1.6557 mm
flights sampled for each step-law check = 400000
P(step > 1 R) from wall: sampled 0.17129, formula 0.17082
P(step > 1 R) from inlet: sampled 0.38151, formula 0.38197
P(step > 3 R) from wall: sampled 0.02543, formula 0.02543
P(step > 3 R) from inlet: sampled 0.09076, formula 0.09167
direct transmission F(L) = 0.009805
W from integral equation = 0.190942
  change from 150 to 300 nodes = 2.5e-08
histories N = 1000000, transmitted K = 190522
W estimated = 0.190522
standard error from the run = 0.000393
standard error from reference W = 0.000393
deviation = -1.07 standard errors
single-history variance W(1-W) = 0.154483
batches: 10000 of 100 histories
  variance seen = 1.5056e-03, W(1-W)/n = 1.5448e-03
batches of 5: true variance W(1-W)/n = 0.03090
  mean estimate with n-1 = 0.03086, with n = 0.02469
mean wall hits = 9.975 +- 0.013, L/R = 10.0
most wall hits in one history = 212
second tube L/R = 2.0, N = 200000: W = 0.514231
  estimated 0.515425, standard error 0.001118
least exit probability per wall flight q = 0.01377
P(more than 50 hits): sampled 0.02072, equation 0.02072, bound 0.49983
cut after 50 hits: sampled 0.180067, equation 0.180584
  bias of the cut estimate = -0.010358
cos^3 emission lobe, N = 200000: transmission 0.17065
  standard error = 0.00084
shared inlet rays, N = 500000: mean = 0.190836
  pair covariance seen = 0.01957 +- 0.00035
  pair covariance predicted = 0.01921
  variance factor = 1.1243
relative standard error 1 %: N = 42372
  expected number of flights = 466092
\end{verbatim}
